# Downsampled Screened Exchange: Supercell Periodization and Its Error Bound

## 1. What symmetry and dimensions fix

Screened exchange on a mesh of k-points is a sum over pairs $\mathbf k,\mathbf k'$, and its kernel depends on the momentum transfer $\mathbf q=\mathbf k'-\mathbf k$. Downsampling keeps every $C_i$-th transfer along axis $i$ and gives the kept terms the weight $C=C_1C_2C_3$. The orbitals stay on the fine mesh.

A function whose Fourier components lie only on the coarse mesh, plus reciprocal lattice vectors, is periodic on a smaller supercell. The interaction must therefore become periodic there, while the density matrix is untouched.

Dimensions restrict the form of the error. Let $g(\mathbf s)$ be the squared density matrix at separation $\mathbf s$, integrated over one cell. It is an inverse volume. To give an energy it must meet an integral of the interaction over volume. If $g$ decays at rate $\kappa$ and the kernel has screening parameter $\omega$, the two decays enter the error at supercell length $L$ through the dimensionless products $\kappa L$ and $\omega L$. The ratio of the lattice constant to $L$ can enter as well, so dimensions alone do not determine the error. The question is how the two decays combine. They do not combine as a product of two decays at the same distance.

## 2. Energy on the fine mesh

Take a closed-shell insulator with $b$ filled bands, cell volume $\Omega$, and a $\Gamma$-centred mesh of $N=N_1N_2N_3$ points. The orbitals are fixed throughout. Write $\psi_{m\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{m\mathbf k}$, with $\int_\Omega|u_{m\mathbf k}|^2d^3r=1$. The density matrix of one spin is

$$\gamma(\mathbf r,\mathbf r')=\frac1N\sum_{m\mathbf k}\psi_{m\mathbf k}(\mathbf r)\psi^*_{m\mathbf k}(\mathbf r').$$

The kernel is

$$v(r)=\frac{e^2}{4\pi\varepsilon_0}\frac{\operatorname{erfc}(\omega r)}r .$$

Let $T_N$ be the lattice generated by $N_i\mathbf a_i$, and let $v_N(\mathbf s)=\sum_{\mathbf L\in T_N}v(\mathbf s+\mathbf L)$. Each spin contributes $-\frac12\int\!\!\int|\gamma|^2v_N$, so both spins together give, per cell,

$$E_N=-\int_\Omega d^3r\int_{N\Omega}d^3r'\,|\gamma(\mathbf r,\mathbf r')|^2v_N(\mathbf r-\mathbf r').$$

With $\mathbf r'=\mathbf r+\mathbf s$ and $g(\mathbf s)=\int_\Omega|\gamma(\mathbf r,\mathbf r+\mathbf s)|^2d^3r$, this becomes

$$E_N=-\int_{N\Omega}g(\mathbf s)v_N(\mathbf s)\,d^3s .\tag{1}$$

Idempotency, $\int_{N\Omega}|\gamma(\mathbf r,\mathbf r')|^2d^3r'=\gamma(\mathbf r,\mathbf r)$, gives $\int_{N\Omega}g\,d^3s=b$.

**The kernel in momentum space.** Use

$$\frac{\operatorname{erfc}(\omega r)}r=\frac2{\sqrt\pi}\int_\omega^\infty e^{-t^2r^2}dt .$$

Each Gaussian transforms to $(\pi^{3/2}/t^3)e^{-p^2/4t^2}$. The substitution $y=1/t^2$, $dy=-2t^{-3}dt$, then gives

$$\hat v(p)=\frac{e^2}{2\varepsilon_0}\int_\omega^\infty\frac{e^{-p^2/4t^2}}{t^3}dt=\frac{e^2}{4\varepsilon_0}\int_0^{1/\omega^2}e^{-p^2y/4}dy=\frac{e^2}{\varepsilon_0p^2}\left(1-e^{-p^2/4\omega^2}\right).$$

At zero transfer $\hat v(0)=e^2/(4\varepsilon_0\omega^2)$, which is finite, so the term $\mathbf q+\mathbf G=0$ needs no special treatment.

**The double sum.** The Fourier series of the periodic kernel is

$$v_N(\mathbf s)=\frac1{N\Omega}\sum_{\mathbf q,\mathbf G}\hat v(\mathbf q+\mathbf G)e^{i(\mathbf q+\mathbf G)\cdot\mathbf s}.$$

Insert it with $\mathbf s=\mathbf r-\mathbf r'$, and expand $|\gamma|^2$ in orbital pairs with prefactor $1/N^2$. The $\mathbf r'$ integral over $N$ cells vanishes unless $\mathbf q$ equals $\mathbf k'-\mathbf k$ modulo a reciprocal lattice vector. When it survives, it equals $N\tilde\rho(\mathbf G)$, with

$$\tilde\rho_{m\mathbf k,n\mathbf k'}(\mathbf G)=\int_\Omega u^*_{m\mathbf k}u_{n\mathbf k'}e^{-i\mathbf G\cdot\mathbf r}d^3r .$$

The $\mathbf r$ integral over one cell gives $\tilde\rho^*(\mathbf G)$. The factors multiply to $N^{-2}(N\Omega)^{-1}N=1/(N^2\Omega)$, hence

$$E_N=-\frac1{N^2\Omega}\sum_{mn\mathbf k\mathbf k'\mathbf G}\hat v(\mathbf k'-\mathbf k+\mathbf G)|\tilde\rho_{m\mathbf k,n\mathbf k'}(\mathbf G)|^2.\tag{2}$$

## 3. Downsampling is periodization

Let $C_i$ divide $N_i$, and set $M_i=N_i/C_i$ and $M=M_1M_2M_3$. The kept transfers are $\mathbf q=\sum_i j_i\mathbf b_i/M_i$ with integer $j_i$. Restricting (2) to them and multiplying by $C=N/M$ defines $E_M$.

Each transfer in (2) came from one Fourier component of $v_N$. The same restriction and weight can thus be applied to the kernel, whose prefactor becomes $C/(N\Omega)=1/(M\Omega)$:

$$v_M(\mathbf s)=\frac1{M\Omega}\sum_{\mathbf q\,\mathrm{kept},\,\mathbf G}\hat v(\mathbf q+\mathbf G)e^{i(\mathbf q+\mathbf G)\cdot\mathbf s}.$$

The vectors $\mathbf q+\mathbf G$ form the reciprocal lattice of $T_M$, the lattice generated by $M_i\mathbf a_i$. Now consider $\sum_{\mathbf L\in T_M}v(\mathbf s+\mathbf L)$. Its Fourier coefficient is an integral over one supercell of volume $M\Omega$. The image sum unfolds this into an integral over all space, with value $\hat v(\mathbf p)/(M\Omega)$. The two functions have the same coefficients, so

$$v_M(\mathbf s)=\sum_{\mathbf L\in T_M}v(\mathbf s+\mathbf L),\qquad E_M=-\int_{N\Omega}g(\mathbf s)v_M(\mathbf s)\,d^3s.\tag{3}$$

The integral still covers the large supercell, and $g$ is still the fine-mesh function. This identity does not require $g$ to decay.

Since $N_i=C_iM_i$, every vector of $T_N$ belongs to $T_M$. Subtracting (1) from (3) leaves the added images:

$$\Delta E=E_M-E_N=-\int_{N\Omega}g(\mathbf s)\sum_{\mathbf L\in T_M\setminus T_N}v(\mathbf s+\mathbf L)\,d^3s\le0.\tag{4}$$

Both factors are non-negative, so downsampling at fixed orbitals cannot raise the exchange energy. The error is relative to the fine mesh. The distance of $E_N$ from the infinite-mesh limit is a separate matter.

## 4. Why the two decays do not simply multiply

Near $\mathbf s=0$, an added image contributes a large $g$ times a weak kernel $v(L)$. Near $\mathbf s=-\mathbf L$ the roles are exchanged: $g$ is weak, but the kernel is at its strongest. Equation (4) contains both regions and everything between them. It is a convolution.

The limit of very short screening length isolates the second region. If $g$ varies little over $1/\omega$, the kernel acts as $\hat v(0)\delta(\mathbf s)$. Equation (4) then gives

$$\Delta E\simeq-\hat v(0)\sum_{\mathbf L\ne0}g(\mathbf L),$$

where $\mathbf L$ runs over the vectors of $T_M$ that are distinct modulo $T_N$. In the same limit $E_N\simeq-\hat v(0)g(0)$. The relative error is $\sum g(\mathbf L)/g(0)$, from which $\omega$ has disappeared. Stronger screening cannot remove this part of the relative error.

## 5. A bound that respects the convolution

Choose the Wigner–Seitz cell $W_N$ of $T_N$ as integration region. For a rate $x>0$, let $A(x)$ be the maximum of $g(\mathbf s)e^{x|\mathbf s|}$ in $W_N$, so that $g(\mathbf s)\le A(x)e^{-x|\mathbf s|}$. The bound is useful as the mesh grows if $A(x)$ stays bounded; this is the insulating assumption. Let $\kappa$ be the largest such rate.

For one image put $\mathbf t=\mathbf s+\mathbf L$. The triangle inequality gives $|\mathbf s|\ge|\mathbf L|-|\mathbf t|$, hence

$$e^{-x|\mathbf s|}\le e^{-x|\mathbf L|}e^{x|\mathbf t|}.$$

The integrand is positive, so extending the $\mathbf t$ integral to all space can only enlarge it. Adding the vectors of $T_N$ other than zero also only enlarges the sum. Thus

$$|\Delta E|\le A(x)J(x)\sum_{\mathbf L\in T_M,\,\mathbf L\ne0}e^{-x|\mathbf L|},\qquad J(x)=\int v(t)e^{x t}d^3t.\tag{5}$$

This is the correct product: density-matrix decay at $\mathbf L$ times an exponential moment of the kernel.

**The moment.** The angular integral gives $J=(e^2/\varepsilon_0)\int_0^\infty te^{xt}\operatorname{erfc}(\omega t)\,dt=(e^2/\varepsilon_0)\,I'(x)$, where $I(x)=\int_0^\infty e^{xt}\operatorname{erfc}(\omega t)\,dt$. Integration by parts gives

$$I(x)=-\frac1x+\frac{2\omega}{x\sqrt\pi}\int_0^\infty e^{xt-\omega^2t^2}dt .$$

Completing the square, $xt-\omega^2t^2=x^2/4\omega^2-(\omega t-x/2\omega)^2$, turns this into

$$I(x)=\frac{F-1}x,\qquad F=e^{x^2/4\omega^2}\left[1+\operatorname{erf}\left(\frac x{2\omega}\right)\right].$$

Since $F'=xF/(2\omega^2)+1/(\sqrt\pi\,\omega)$, the derivative $I'=F'/x-(F-1)/x^2$ yields

$$J(x)=\frac{e^2}{\varepsilon_0}\left[\frac F{2\omega^2}+\frac1{\sqrt\pi\,\omega x}-\frac{F-1}{x^2}\right].\tag{6}$$

For the unscreened kernel the integrand of $J$ grows exponentially and the moment is infinite, so (5) says nothing. In a metal at zero temperature, where $g$ has an algebraic tail, $A(x)$ grows with the mesh for every $x>0$, and (5) again loses its use.

## 6. Two regimes

Any $x\le\kappa$ may be used in (5). For $x\gg2\omega$ the moment grows as $e^{x^2/4\omega^2}$. Without the prefactors and $A(x)$, the exponent for the nearest image is

$$-xL+\frac{x^2}{4\omega^2}.$$

Its derivative vanishes at $x=2\omega^2L$. There are two cases.

- If $L<\kappa/(2\omega^2)$, this point is allowed and the exponent is $-2\omega^2L^2+\omega^2L^2=-\omega^2L^2$. The error is kernel-limited.
- If $L>\kappa/(2\omega^2)$, the best choice is $x=\kappa$ and the exponent is $-\kappa L+\kappa^2/(4\omega^2)$. The error is density-matrix-limited. Screening changes the prefactor, but not the rate.

Both expressions equal $-\kappa^2/(4\omega^2)$ at the crossover. These are exponents of the upper bound (5) with $A(x)$ held fixed, not error sizes. When $g$ has a core of finite width, $A(x)$ grows with $x$; this lowers the Gaussian exponent below $\omega^2$ and moves the crossover to larger $L$, as Section 8 shows for the model.

## 7. A model with a known decay rate

Take a simple cubic lattice with $a=4$ Å and one filled band built from a Gaussian $e^{-\alpha r^2}$ per cell. The screening is $\omega=0.20$ Å$^{-1}$ and the fine mesh is $24\times24\times24$. These are round model parameters.

The model factorizes over the axes. Along one axis, Gaussians $j$ cells apart have relative overlap $e^{-\alpha a^2j^2/2}$, and the Bloch overlap is

$$S(k)=\sum_je^{-\alpha a^2j^2/2}e^{ikaj}.$$

Set $ka=\pi+i\alpha a^2/2$. The terms become $(-1)^je^{-(\alpha a^2/2)(j^2+j)}$. Replacing $j$ by $-1-j$ preserves the exponent and reverses the sign, so the sum vanishes. By the Jacobi triple product, the zeros of $S$ are simple and have $|\operatorname{Im}ka|=(2l-1)\alpha a^2/2$ with $l=1,2,\dots$, so the one found is among the nearest to the real axis.

Normalizing the Bloch functions puts $1/S(k)$ into $\gamma$. Shifting the $k$ contour to the nearest pole gives $\gamma$ the rate $\alpha a/2$ along an axis, for an infinite mesh. Squaring doubles it:

$$\kappa=\alpha a.$$

In three dimensions $g$ decays as $e^{-\kappa(|s_x|+|s_y|+|s_z|)}$, which is no larger than $e^{-\kappa|\mathbf s|}$.

Two values of $\alpha$ are used, with $L\ge8$ Å. The spread case is beyond its crossover at every such length, while the compact case starts below its crossover and passes it within the range studied. The crossovers listed are the estimates $\kappa/(2\omega^2)$, which omit $A(x)$:

- Spread: $\alpha=0.10$ Å$^{-2}$, $\kappa=0.10\times4=0.40$ Å$^{-1}$, crossover $0.40/(2\times0.20^2)=5$ Å.
- Compact: $\alpha=0.30$ Å$^{-2}$, $\kappa=0.30\times4=1.20$ Å$^{-1}$, crossover $1.20/(2\times0.20^2)=15$ Å.

For the spread case at $x=\kappa$, $x/2\omega=1$ and $F=5.009$. The bracket in (6) is $62.61+7.05-25.06=44.61$ Å$^2$. Since $e^2/\varepsilon_0=4\pi\times14.40$ eV Å, this gives $J(\kappa)=8.07\times10^3$ eV Å$^3$.

## 8. Reading the numbers

The energies were evaluated from plane-wave pair densities in momentum space, and independently from the inverse overlap matrix and kernel images in real space. The largest difference is $4.7\times10^{-14}$ eV. The comparison includes a coarse mesh of $6\times4\times3$, so it also tests unequal factors.

The fine-mesh exchange energies are $-4.203$ eV (spread) and $-6.102$ eV (compact). With equal factors on all axes, the errors in eV are:

| $L$ (Å) | $C_i$ | spread | compact |
|---:|---:|---:|---:|
| 8 | 12 | $-0.872$ | $-0.421$ |
| 12 | 8 | $-0.122$ | $-1.18\times10^{-2}$ |
| 16 | 6 | $-2.32\times10^{-2}$ | $-1.78\times10^{-4}$ |
| 24 | 4 | $-9.37\times10^{-4}$ | $-1.41\times10^{-8}$ |

At $L=16$ Å the spread error is $0.0232/4.203=0.55\%$ of its fine-mesh exchange energy, or $-3.71\times10^{-21}$ J per cell. The compact error is $0.003\%$ of its own. The same factor and screening can therefore have very different consequences.

**Size of the bound.** The numerical bound takes $A(x)$ from a spatial grid and the smallest result over a set of rates. It exceeds the error by factors of about 75 to 90 in the spread case and 230 to 520 in the compact case. At $L=8$ Å both bounds exceed the exchange energy itself. Equation (5) controls the decay but is a poor estimate of the error's size.

The best tabulated rates for the compact case are 0.60, 0.84, 1.14 and 1.20 Å$^{-1}$ as $L$ increases. The estimate $2\omega^2L$, capped at $\kappa$, gives 0.64, 0.96, 1.20 and 1.20 Å$^{-1}$. The differences come mainly from $A(x)$. In the compact case $g$ has a core close to $e^{-\alpha s^2}$, so $A(x)$ grows roughly as $e^{x^2/4\alpha}$. Adding $x^2/4\alpha$ to the exponent of Section 6 moves the optimum to $x=2\beta L$, with $\beta=\alpha\omega^2/(\alpha+\omega^2)=0.0353$ Å$^{-2}$. This gives 0.56, 0.85 and 1.13 Å$^{-1}$ at 8, 12 and 16 Å, and it moves the crossover from 15 Å to $\kappa/(2\beta)=17$ Å.

**Density-matrix-limited decay.** Between $L=24$ and 32 Å the spread error decays at 0.4000 Å$^{-1}$, both for $\omega=0.20$ and for $\omega=0.30$ Å$^{-1}$. This is $\kappa$, and it does not respond to the screening.

**Kernel-limited decay.** Between 8 and 12 Å the compact error has the rate

$$\frac{\ln(0.42086/0.011795)}{4\ \text{Å}}=0.894\ \text{Å}^{-1},$$

below $\kappa=1.20$ Å$^{-1}$. Reducing $\omega$ to 0.15 Å$^{-1}$ lowers it to 0.652 Å$^{-1}$. Here the screening does control the rate. The exponent $-\omega^2L^2$ alone would give $0.20^2(12^2-8^2)/4=0.80$ Å$^{-1}$ and, for the weaker screening, 0.45 Å$^{-1}$. It captures the trend but not the full rate. Between 16 and 24 Å the rate has risen to 1.18 Å$^{-1}$, close to $\kappa$.

**The same-distance product.** For the spread case, compare the error with $6a^3g(L)v(L)$, where 6 counts the nearest images. The ratio is $3.1\times10^6$ at 16 Å and $2.6\times10^{20}$ at 32 Å, a growth by $8.4\times10^{13}$. This growth can be understood. Beyond the crossover the error follows $g(L)$, so the ratio should grow as $1/v(L)$. At large $\omega L$, $v(L)\propto e^{-\omega^2L^2}/L^2$, which predicts

$$\left(\frac{32}{16}\right)^2e^{0.20^2(32^2-16^2)}=4e^{30.72}\approx8.8\times10^{13}.$$

The simple product fails because it charges the density-matrix tail for a kernel decay that it does not suffer.

## 9. A different coarse sum: fixed coarse orbitals

Suppose instead that $\mathbf k$ runs over the fine mesh while the orbitals at $\mathbf k'$ are restricted to a fixed $\Gamma$-centred coarse mesh. The transfers $\mathbf k'-\mathbf k$ then still cover the fine mesh, so the kernel remains $v_N$. The second density matrix changes to

$$\gamma_M(\mathbf r,\mathbf r')=\frac1M\sum_{n,\mathbf k'\,\mathrm{coarse}}\psi_{n\mathbf k'}(\mathbf r)\psi^*_{n\mathbf k'}(\mathbf r')=\sum_{\mathbf L\in T_M/T_N}\gamma(\mathbf r,\mathbf r'+\mathbf L).$$

To verify the last equality, note that a translation gives the phase $e^{-i\mathbf k\cdot\mathbf L}$. Its sum over the $C$ distinct translations is $C$ on the coarse mesh and zero elsewhere, and $C/N=1/M$. The energy error is

$$\Delta E'=-\int_\Omega d^3r\int_{N\Omega}d^3r'\,\gamma(\mathbf r,\mathbf r')\sum_{\mathbf L\ne0}\gamma^*(\mathbf r,\mathbf r'+\mathbf L)\,v_N(\mathbf r-\mathbf r').$$

Near $\mathbf r'=\mathbf r$ the kernel is strong, one density matrix is large, and the other is evaluated at distance $L$. The error is linear in that tail, with rate $\kappa/2$ if the leading coefficient does not vanish. Its integrand has no fixed sign, so the argument for (4) does not apply.

In the spread model the error at $L=24$ Å is $-3.05\times10^{-3}$ eV, about three times that of transfer downsampling. Between 32 and 48 Å its rate is

$$\frac{\ln(6.1334\times10^{-4}/2.4959\times10^{-5})}{16\ \text{Å}}=0.200\ \text{Å}^{-1},$$

which is $\kappa/2$. The two coarse sums have the same number of terms, but one periodizes the interaction and the other the density matrix. The bound (5) belongs to the first. The full set of values is in the numerical output.

## Table of computed values

```
lattice constant a = 4.0 angstrom
screening parameter omega = 0.20 1/angstrom
fine mesh = 24 x 24 x 24 k-points
e^2/(4 pi eps0) = 14.399645 eV angstrom
spread: alpha = 0.10 1/angstrom^2
spread: decay rate kappa of g = 0.400 1/angstrom
spread: crossover kappa/(2 omega^2) = 5.00 angstrom
spread: kernel moment J(kappa) = 8.0720e+03 eV angstrom^3
spread: fine-mesh exchange energy = -4.20316373 eV
spread: C= 4, L=  24 angstrom, error = -9.3747e-04 eV, bound = 7.055e-02 eV at rate 0.400 1/angstrom
spread: C= 6, L=  16 angstrom, error = -2.3164e-02 eV, bound = 1.928e+00 eV at rate 0.400 1/angstrom
spread: C= 8, L=  12 angstrom, error = -1.2215e-01 eV, bound = 1.103e+01 eV at rate 0.400 1/angstrom
spread: C=12, L=   8 angstrom, error = -8.7176e-01 eV, bound = 7.519e+01 eV at rate 0.400 1/angstrom
compact: alpha = 0.30 1/angstrom^2
compact: decay rate kappa of g = 1.200 1/angstrom
compact: crossover kappa/(2 omega^2) = 15.00 angstrom
compact: kernel moment J(kappa) = 3.4620e+07 eV angstrom^3
compact: fine-mesh exchange energy = -6.10231565 eV
compact: C= 4, L=  24 angstrom, error = -1.4124e-08 eV, bound = 7.161e-06 eV at rate 1.200 1/angstrom
compact: C= 6, L=  16 angstrom, error = -1.7820e-04 eV, bound = 9.290e-02 eV at rate 1.140 1/angstrom
compact: C= 8, L=  12 angstrom, error = -1.1795e-02 eV, bound = 4.830e+00 eV at rate 0.840 1/angstrom
compact: C=12, L=   8 angstrom, error = -4.2086e-01 eV, bound = 9.685e+01 eV at rate 0.600 1/angstrom
largest real/momentum mismatch = 4.7e-14 eV
spread: error at C=6 in SI = -3.7113e-21 J
spread: error rate, L = 24 to 32 angstrom, omega 0.20 1/angstrom = 0.4000 1/angstrom
spread: error rate, L = 24 to 32 angstrom, omega 0.30 1/angstrom = 0.4000 1/angstrom
compact: error rate, L = 8 to 12 angstrom = 0.8937 1/angstrom
compact: same with omega 0.15 1/angstrom = 0.6522 1/angstrom
compact: error rate, L = 16 to 24 angstrom = 1.1803 1/angstrom
spread: L=16 angstrom, error / [6 a^3 g(L) v(L)] = 3.110e+06
spread: L=32 angstrom, error / [6 a^3 g(L) v(L)] = 2.608e+20
fixed coarse orbitals, spread: L=24 angstrom, error = -3.0523e-03 eV
fixed coarse orbitals, spread: L=32 angstrom, error = -6.1334e-04 eV
fixed coarse orbitals, spread: L=48 angstrom, error = -2.4959e-05 eV
fixed coarse orbitals: error rate = 0.2001 1/angstrom
half the decay rate of g = 0.2000 1/angstrom
```
